Transit-Time Bandwidth of a Photodiode with One Crossing Carrier Sheet

**Q:** A flash of light puts a thin sheet of carriers at one face of a photodiode, and the sheet drifts to the other face. Surely the circuit sees nothing until the carriers arrive, and then one sharp spike. A sharp spike contains all frequencies equally, so where would a bandwidth limit come from?

**A:** From the current that flows while the sheet is still in flight. The electrodes respond to a charge between them before it touches either one. To find how much, take a planar layer between electrodes at x = 0 and x = d, with area A and uniform permittivity ε. Let a sheet of charge q > 0 be at x = X, moving towards x = d. The layer may also hold a fixed charge density ρ₀(x), such as ionized dopants. The voltage between the electrodes is held constant:

∫₀ᵈ E dx = V.

Gauss's law says that the field grows with the charge passed on the way from x = 0:

E(x) = E(0) + (1/ε) ∫₀ˣ ρ₀(x′) dx′ + [q/(εA)] Θ(x − X),

where Θ(x − X) is 0 for x < X and 1 for x > X. Integrate this over the layer. A fixed charge at x′ affects the field from x′ to d, a length d − x′, and the sheet affects a length d − X. Hence

V = E(0) d + (1/ε) ∫₀ᵈ (d − x′) ρ₀(x′) dx′ + q(d − X)/(εA).

Solve for E(0). The terms with V and ρ₀ do not depend on X, so

E(0) = constant − q(d − X)/(εAd).

At the far electrode all the charge has been passed, which adds q/(εA) and another constant:

E(d) = constant + q/(εA) − q(d − X)/(εAd) = constant + qX/(εAd).

The field at the collecting electrode rises steadily as the sheet approaches.

**Q:** That is a field. I asked about a current.

**A:** The field fixes the charge on the metal. The field inside the metal is zero, so Gauss's law across the surface at x = d gives 0 − E(d) = Q_d/(εA), where Q_d is the electrode charge. Therefore

Q_d = −εA E(d) = constant − qX/d.

During the flight no carrier reaches this electrode, so its charge can change only through the wire. Let i be the current that leaves the electrode at x = d and enters the external circuit. It is the rate at which the electrode loses charge:

i = −dQ_d/dt = (q/d) dX/dt.

For constant velocity v, with transit time τ = d/v,

i(t) = qv/d = q/τ for 0 < t < τ, and i(t) = 0 otherwise.

The same current enters at the other side. The charge there is Q₀ = εA E(0) = constant − q + qX/d, which increases at the rate qv/d. Bias and fixed charge have dropped out of the current, although they help to set the field that drives the carriers.

**Q:** Then you count the charge twice. A current flows during the flight, and the charge q is delivered again on arrival.

**A:** The integral of the current settles this:

∫ i dt = (q/τ) τ = q.

The whole charge has passed through the circuit by the time of arrival. Just before contact, the collecting electrode carries an extra charge −q, drawn there by the approaching sheet. On contact, the sheet and this extra charge cancel. Nothing more has to flow through the wire, so there is no final spike.

**Q:** Light creates electrons and holes in pairs. You have followed one sheet and forgotten its partner.

**A:** I have assumed that the pairs are created at the face x = 0 and that the partner is collected there at once. It travels no distance, so it induces no current of its own. If the moving sheet is negative, the bias must be reversed to drive it the same way, and the current changes sign but not shape. Pairs created inside the layer are a different case, treated further on.

I also assume that v does not depend on the local field, as when the drift velocity is saturated, and that diffusion, trapping and multiplication are negligible. The sheet's own field must not be so large that it takes part of the layer out of the saturated range.

**Q:** Very well, the current is a rectangle. But a frequency response belongs to modulated light, not to a single flash.

**A:** Modulated light is a succession of weak flashes. Let g(t) be the carrier charge created per unit time. The light between t′ and t′ + dt′ launches a sheet g(t′) dt′, and since v is unaffected by the other sheets, their currents add:

i(t) = ∫ g(t′) h(t − t′) dt′,

where h(s) = 1/τ for 0 < s < τ and zero otherwise. Write the modulated part of g as the real part of g₁ exp(iωt), with ω = 2πf. Setting s = t − t′ gives a current amplitude g₁H, where

H = ∫ h(s) exp(−iωs) ds = (1/τ) ∫₀^τ exp(−iωs) ds = [1 − exp(−iωτ)]/(iωτ).

Take out half of the phase:

1 − exp(−iωτ) = exp(−iωτ/2) [exp(iωτ/2) − exp(−iωτ/2)] = exp(−iωτ/2) · 2i sin(ωτ/2).

The factor i cancels, and ωτ/2 = πfτ, so

H(f) = exp(−iπfτ) sin(πfτ)/(πfτ).

This is the sinc response, with H → 1 at zero frequency. The phase factor is a pure delay of τ/2, the mean time at which the charge passes through the circuit.

**Q:** I can produce a contradiction. Under modulated light the carriers arrive at x = d as a wave. At constant velocity, without spreading, that wave arrives with its full amplitude at any frequency. How can the measured current be smaller?

**A:** The arriving carriers are one part of the current at that plane. The other part is the displacement current, and the wire carries the sum. Let j(x) and ρ(x) be the amplitudes of the conduction current density and the mobile charge density, with j = ρv. Charge conservation reads

iωρ + dj/dx = 0, so dj/dx = −iωj/v and j(x) = j₀ exp(−iωx/v).

The magnitude of j is indeed the same at every depth, as you say. Now let E₁ be the amplitude of the alternating field, with ε dE₁/dx = ρ, and form the total current density J = j + iωεE₁. Its derivative is

dJ/dx = −iωρ + iωρ = 0.

So J is the same throughout the layer, and it is what leaves through the electrode. Integrate it from 0 to d. The terminal voltage has no alternating part, so ∫E₁ dx = 0 and

J = (1/d) ∫₀ᵈ j dx = (j₀/d) ∫₀ᵈ exp(−iωx/v) dx = j₀ [1 − exp(−iωτ)]/(iωτ).

This is j₀H again, found without following a single sheet. It also shows why the response falls: the circuit measures the average of the carrier wave over the thickness. At f = 1/τ one full wavelength v/f = d fits into the layer, forward and backward phases cancel, and the response is zero. The carriers still arrive in full strength, but the displacement current at the electrode cancels them.

**Q:** Now the bandwidth. A device with a response time τ has a bandwidth 1/(2πτ), does it not?

**A:** That holds for an exponential response, h = exp(−t/τ)/τ, for which |H|² = 1/[1 + (ωτ)²]. A rectangle has no tail after τ and needs its own calculation. I take 3 dB to mean that the electrical power in a fixed load is halved. Power goes as the square of the current, so |H|² = 1/2. With x = πfτ,

sin x / x = 1/√2, or F(x) = sin x − x/√2 = 0.

Newton's method replaces x by x − F(x)/F′(x), where F′(x) = cos x − 1/√2. From the trial value 1.4 the iterates are

1.40000 → 1.39162 → 1.39156,

and the next step leaves these digits unchanged. Call the root x₃ = 1.39156. Then

f₃ = x₃/(πτ) = (1.39156/π)(v/d) = 0.443 v/d.

Your estimate would be 1/(2πτ). The ratio of the two is 2x₃ = 2.78, so the rectangle of length τ is faster than the exponential with time constant τ by that factor.

**Q:** The sinc function oscillates. Perhaps it climbs back above the half-power level later, or crosses it more than once.

**A:** It does neither. The derivative is

d/dx (sin x / x) = (x cos x − sin x)/x².

For 0 < x < π/2 the sign follows from tan x > x. That inequality holds because tan x − x starts at zero and has the derivative tan²x > 0. Multiplying by cos x > 0 gives sin x > x cos x, so the derivative is negative. For π/2 ≤ x < π, cos x is zero or negative while sin x is positive, and the derivative is again negative. The response therefore falls steadily from 1 to 0 on this range and crosses 1/√2 once.

For x ≥ π, |sin x|/x ≤ 1/π, which is below 1/√2. The largest side-lobe value, found by evaluating the function on a fine grid from π to 60, is 0.217; beyond 60 the magnitude cannot exceed 1/60.

**Q:** A colleague quotes 0.603 v/d for the same device. Which of you is wrong?

**A:** Possibly neither. The current is proportional to the detected optical power, so one may also call the response 3 dB down when the current amplitude has halved. The condition is then sin x / x = 1/2. A numerical root search gives x = 1.895, and x/π = 0.603. Both numbers describe the same curve, and a quoted bandwidth needs its convention beside it.

**Q:** Put numbers in. I want to see the sizes.

**A:** Choose round model parameters: d = 500 nm, v = 5 × 10⁴ m/s, and a sheet of 10⁴ elementary charges, so q = 1.602 fC. Then

τ = d/v = (5 × 10⁻⁷ m)/(5 × 10⁴ m/s) = 10 ps,

i = q/τ = (1.602 fC)/(10 ps) = 160 µA,

v/d = 1/τ = 100 GHz,

f₃ = 0.443 × 100 GHz = 44.3 GHz.

The flash produces 160 µA for 10 ps, and light modulated at frequencies below 100 GHz is followed with a delay of 5 ps. The response at several frequencies is

10 GHz: |H| = 0.984, power level −0.14 dB
20 GHz: |H| = 0.935, power level −0.58 dB
40 GHz: |H| = 0.757, power level −2.42 dB
60 GHz: |H| = 0.505, power level −5.94 dB
80 GHz: |H| = 0.234, power level −12.62 dB

The power level is 20 log₁₀|H|. At 60 GHz the current has nearly halved, in agreement with 0.603 × 100 GHz = 60.3 GHz for the other convention. The first zero is at 100 GHz. These numbers neglect diffusion, which requires the spread √(2Dτ) to be much smaller than d, where D is the diffusion constant. For these parameters that is demanding. With D = 10 cm²/s the spread is about 140 nm, or 0.28 d. A drift-diffusion solution in which carriers cannot leave through x = 0 then gives f₃ ≈ 38 GHz and |H| ≈ 0.13 at 100 GHz instead of zero, and D = 20 cm²/s gives f₃ ≈ 35 GHz.

**Q:** The loss is tiny at 10 GHz and steep at 80 GHz. Can the slow start be understood without the full function?

**A:** Yes, from the spread of the current pulse in time. For a normalized pulse h(t), let m₁ and m₂ be the means of t and t², both assumed finite. Expanding the exponential to second order in ω gives

H ≈ 1 − iωm₁ − ω²m₂/2.

The squared magnitude, to the same order, is

|H|² ≈ 1 − ω²m₂ + ω²m₁² = 1 − ω²σ², with σ² = m₂ − m₁².

The mean delay m₁ costs no amplitude by itself; the spread σ does. For the rectangle m₁ = τ/2 and m₂ = τ²/3, so σ² = τ²/3 − τ²/4 = τ²/12. The loss of power therefore starts as (ωτ)²/12, quadratically in frequency.

**Q:** Back to the partner carrier. In a detector fed by a waveguide, light can run parallel to the faces and create pairs throughout the thickness. Does 0.443 survive?

**A:** Not in general. The answer depends on where the pairs are born and on both carrier speeds. Let a pair be born at depth u, and take the simple case in which both carriers have speed v. The positive carrier travels d − u to the right, and the negative one travels u to the left. Charge and velocity both change sign for the partner, so each contributes a current +qv/d while it moves. The total charge through the circuit is still

q(d − u)/d + qu/d = q.

At the midplane, u = d/2, both carriers travel for τ/2. The current is 2q/τ for a time τ/2, again a rectangle but half as long. Replacing τ by τ/2 in the earlier result doubles the bandwidth:

f₃ = 2 × 0.443 v/d = 0.886 v/d,

or 88.6 GHz in the example.

**Q:** And if the births are spread evenly over the thickness?

**A:** Then average over u. At time t the right-moving carrier is still in flight if d − u > vt, which holds for a fraction 1 − t/τ of the births. The left-moving one needs u > vt, which gives the same fraction. For a total pair charge q,

i(t) = (2q/τ)(1 − t/τ), 0 < t < τ.

The pulse is now a falling ramp. With s = t/τ and θ = ωτ,

H = 2 ∫₀¹ (1 − s) exp(−iθs) ds.

Integration by parts gives 1/(iθ) from the boundary at s = 0, and the remaining integral gives

−[1/(iθ)] ∫₀¹ exp(−iθs) ds = −[1 − exp(−iθ)]/(iθ)² = [1 − exp(−iθ)]/θ².

Since 1/(iθ) = −iθ/θ², the sum is

H = 2[1 − iθ − exp(−iθ)]/θ².

The bracket has real part 1 − cos θ and imaginary part −(θ − sin θ). Squaring both and using cos²θ + sin²θ = 1,

|H|² = 4[2 − 2 cos θ + θ² − 2θ sin θ]/θ⁴.

Setting this to 1/2 and solving numerically, with the root bracketed between fτ = 0.1 and 1.2, gives f₃ = 0.553 v/d, or 55.3 GHz in the example.

The spread of the pulse shows why the response holds up better at low frequency than for births at one face. Here m₁ = τ/3 and m₂ = τ²/6, so σ² = τ²/6 − τ²/9 = τ²/18, less than the τ²/12 of the rectangle. Births that follow an uneven optical profile need their own average over u, and unequal carrier speeds need two different transit times. This also applies to light entering through a face, where births fall off as exp(−αu). With equal speeds the coefficient is 0.549 for αd = 1, 0.493 for αd = 5 and 0.462 for αd = 10, so 0.443 applies only when the absorption depth 1/α is far smaller than d.

**Q:** By your formula I should make the layer as thin as possible. The bandwidth grows as 1/d without limit.

**A:** At a fixed v the transit limit does, though in a very thin layer a carrier may cross before it reaches its saturated velocity. The constant voltage also becomes a poor assumption. Put a load resistance R in the circuit. Let U₁ = ∫₀ᵈ E₁ dx be the alternating voltage across the layer and I₁ = AJ the alternating terminal current. Integrating J = j + iωεE₁ as before, but keeping the voltage, gives

I₁ = I_tr + iωC U₁, C = εA/d,

where I_tr is the transit current found above. With a constant supply voltage, the layer loses what the load takes, so U₁ = −RI₁. Hence

I₁ (1 + iωRC) = I_tr, or I₁ = I_tr/(1 + iωRC).

The extra factor has a magnitude below 1 at any nonzero frequency, so the bandwidth lies below the transit value. Thinning the layer at fixed area shortens τ in proportion to d but raises C as 1/d. The sinc result describes the device as long as ωRC is much less than 1 up to f₃. For the 500 nm example with relative permittivity 13 and a 50 Ω load, the bandwidth falls from 44.3 GHz to 42.6 GHz for a diode 10 µm across and to about 30 GHz for one 20 µm across. Once the layer is too thin for this to hold, the area or the load must be reduced as well.

**Q:** And if the velocity is not constant?

**A:** At constant terminal voltage the relation i = (q/d) dX/dt still holds, since its derivation did not use constant velocity. The current then follows the velocity during the flight and is no longer a rectangle, so the sinc shape and the coefficient 0.443 need not apply. Diffusion breaks the argument in another way: the sheet spreads, its parts arrive at different times, and the sharp end of the pulse is rounded into a tail beyond τ. The start changes too: if carriers cannot leave through the face where they are born, the current begins above q/τ.
